# Second-Order Grand Potential with Fermi Factors and Vanishing Denominators

Consider electrons that exchange energy and particles with a reservoir and partly fill a degenerate shell. Second-order perturbation theory for a single ground-state determinant divides squared matrix elements by differences of orbital energies. Within the shell some of these differences vanish, and at finite temperature the difficulty extends further: every level is partly filled and partly empty, so an electron can even be scattered from a level back into the same level. The grand potential of a finite system is nevertheless a smooth function of the interaction strength at any nonzero temperature. Its second-order coefficient must therefore be finite, and the question is what replaces the vanishing denominators.

Take a finite set of orthonormal spin orbitals and split the Hamiltonian as \(H=H_0+V\), with

\[
H_0=\sum_p\varepsilon_p a_p^\dagger a_p,\qquad
V=\sum_{pq}u_{pq}a_p^\dagger a_q+\frac14\sum_{pqrs}v_{pqrs}\,a_p^\dagger a_q^\dagger a_s a_r .
\]

Here \(v_{pqrs}=\langle pq|rs\rangle-\langle pq|sr\rangle\) is the antisymmetrized interaction, with electron 1 in \(p\) and \(r\). The one-body part \(u\) contains whatever \(H_0\) leaves out, minus any mean potential already put into the levels. \(V\) is Hermitian. The inverse temperature \(\beta=1/k_BT\), the chemical potential \(\mu\) and the levels \(\varepsilon_p\) are held fixed. With \(K_0=H_0-\mu N\) and \(\xi_p=\varepsilon_p-\mu\), define

\[
\Omega(\lambda)=-\frac1\beta\ln\mathrm{Tr}\,e^{-\beta(K_0+\lambda V)}
=\Omega_0+\lambda\Omega_1+\lambda^2\Omega_2+\cdots .
\]

The physical system has \(\lambda=1\). Averages \(\langle\cdots\rangle\) are taken with \(\rho_0=e^{-\beta K_0}/Z_0\), where \(Z_0=\mathrm{Tr}\,e^{-\beta K_0}\).

Since \(V\) and \(K_0\) need not commute, the exponential cannot be factorized. Let \(S(\beta)=e^{\beta K_0}e^{-\beta(K_0+\lambda V)}\) and \(V(\tau)=e^{\tau K_0}Ve^{-\tau K_0}\). Differentiation gives

\[
\frac{dS}{d\beta}=e^{\beta K_0}\left[K_0-(K_0+\lambda V)\right]e^{-\beta(K_0+\lambda V)}=-\lambda V(\beta)S(\beta),\qquad S(0)=1 .
\]

Integrating and inserting the result into itself once yields

\[
S=1-\lambda\int_0^\beta d\tau\,V(\tau)+\lambda^2\int_0^\beta d\tau_1\int_0^{\tau_1}d\tau_2\,V(\tau_1)V(\tau_2)+O(\lambda^3).
\]

The ratio of partition functions is \(Z/Z_0=\langle S\rangle\). Because \(K_0\) commutes with \(\rho_0\), cyclicity of the trace gives \(\langle V(\tau)\rangle=\langle V\rangle\) and \(\langle V(\tau_1)V(\tau_2)\rangle=\langle V(\tau_1-\tau_2)V\rangle\). Write \(I\) for the ordered double integral of the latter. From \(\ln(1+x)=x-x^2/2+\cdots\),

\[
\ln\frac{Z}{Z_0}=-\lambda\beta\langle V\rangle+\lambda^2\left(I-\frac{\beta^2}{2}\langle V\rangle^2\right)+O(\lambda^3).
\]

The area of the ordered triangle is \(\beta^2/2\), so the subtraction can be taken under the integral. Multiplication by \(-1/\beta\) gives \(\Omega_1=\langle V\rangle\) and

\[
\Omega_2=-\frac1\beta\int_0^\beta d\tau_1\int_0^{\tau_1}d\tau_2\,C(\tau_1-\tau_2),\qquad
C(\tau)=\langle V(\tau)V\rangle-\langle V\rangle^2 .
\]

This is the second cumulant. For a given difference \(\tau=\tau_1-\tau_2\), the remaining integration has length \(\beta-\tau\), so the double integral equals \(\int_0^\beta(\beta-\tau)C(\tau)d\tau\). Moreover,

\[
\mathrm{Tr}\,e^{-\beta K_0}e^{(\beta-\tau)K_0}Ve^{-(\beta-\tau)K_0}V
=\mathrm{Tr}\,e^{-\tau K_0}Ve^{-(\beta-\tau)K_0}V
=\mathrm{Tr}\,e^{-(\beta-\tau)K_0}Ve^{-\tau K_0}V ,
\]

where the last step moves \(e^{-\tau K_0}V\) to the end. The final expression is \(Z_0\langle V(\tau)V\rangle\), hence \(C(\beta-\tau)=C(\tau)\). Replacing \(\tau\) by \(\beta-\tau\) turns the weight \(\beta-\tau\) into \(\tau\); the average of the two forms has weight \(\beta/2\). Therefore

\[
\Omega_2=-\frac12\int_0^\beta C(\tau)\,d\tau .
\]

To evaluate \(C\), we need thermal averages of products of ladder operators. Let \(A\) be one such operator, with \(e^{\tau K_0}Ae^{-\tau K_0}=e^{\tau s}A\). The commutators with \(K_0\) give \(s=\xi_p\) for \(a_p^\dagger\) and \(s=-\xi_p\) for \(a_p\). Move \(A\) to the right through an odd number \(m\) of ladder operators:

\[
\langle AB_1\cdots B_m\rangle=\sum_{j=1}^m(-1)^{j-1}\{A,B_j\}\langle B_1\cdots B_{j-1}B_{j+1}\cdots B_m\rangle-\langle B_1\cdots B_mA\rangle .
\]

Each anticommutator is a number. Since \(A\rho_0=\rho_0e^{\beta K_0}Ae^{-\beta K_0}=e^{\beta s}\rho_0A\), cyclicity turns the last average into \(e^{\beta s}\langle AB_1\cdots B_m\rangle\). Bringing it to the left and dividing by \(1+e^{\beta s}\) replaces each anticommutator by \(\{A,B_j\}/(1+e^{\beta s})\), which the case \(m=1\) identifies as \(\langle AB_j\rangle\). Repetition reduces every average to a signed sum over complete pairings. This is the thermal Wick rule, with the contractions

\[
\langle a_p^\dagger a_q\rangle=\delta_{pq}n_p,\quad
\langle a_pa_q^\dagger\rangle=\delta_{pq}\bar n_p,\quad
n_p=\frac1{e^{\beta\xi_p}+1},\quad \bar n_p=1-n_p .
\]

Contractions of two creators or two annihilators vanish. Imaginary time only multiplies \(a_p^\dagger\) by \(e^{\tau\xi_p}\) and \(a_p\) by \(e^{-\tau\xi_p}\).

First separate the contractions within a single \(V\). Let double dots mark a product from which all such self-contractions have been removed, for example \(:\!a_p^\dagger a_q\!:\;=a_p^\dagger a_q-\delta_{pq}n_p\). In \(a_p^\dagger a_q^\dagger a_sa_r\), the single contractions \(p\)–\(r\) and \(q\)–\(s\) carry a plus sign, and \(p\)–\(s\) and \(q\)–\(r\) a minus sign. The antisymmetry of \(v\) absorbs the minus signs, so all four give the same sum and cancel the factor \(1/4\). Thus

\[
V=\langle V\rangle+\sum_{pq}f_{pq}:\!a_p^\dagger a_q\!:+\frac14\sum_{pqrs}v_{pqrs}:\!a_p^\dagger a_q^\dagger a_sa_r\!:,\qquad
f_{pq}=u_{pq}+\sum_r v_{prqr}n_r .
\]

The two complete self-contractions of the interaction give

\[
\Omega_1=\langle V\rangle=\sum_pu_{pp}n_p+\frac12\sum_{pq}v_{pqpq}n_pn_q .
\]

The matrix \(f\) is the part of the thermal mean field that is missing from \(H_0\). It vanishes if \(H_0\) is the self-consistent thermal mean-field Hamiltonian at the same \(\beta\) and \(\mu\); for another choice of \(H_0\) both its diagonal and its off-diagonal elements must be kept.

In \(C(\tau)\), every surviving contraction connects \(V(\tau)\) with \(V\). The one-body and two-body parts do not mix, because two of the four operators in the latter would be left to contract with each other. For two one-body parts, \(a_p^\dagger(\tau)\) pairs with an annihilator and gives \(n_p\), while \(a_q(\tau)\) pairs with a creator and gives \(\bar n_q\). These pairings are nested, so the sign is positive, and the matrix elements form \(f_{pq}f_{qp}=|f_{pq}|^2\).

For two interactions, there are two ways to pair the creators of \(V(\tau)\) and two ways to pair its annihilators. The fully nested pairing is positive and gives \(v_{pqrs}v_{rspq}=|v_{pqrs}|^2\). Each exchange of partners brings one minus sign from the operators and another from \(v\), so all four pairings are equal. The prefactor is \(\frac14\cdot\frac14\cdot4=\frac14\). With

\[
D=\varepsilon_p-\varepsilon_q,\qquad \Delta=\varepsilon_p+\varepsilon_q-\varepsilon_r-\varepsilon_s,
\]

the result is

\[
C(\tau)=\sum_{pq}|f_{pq}|^2n_p\bar n_qe^{\tau D}+\frac14\sum_{pqrs}|v_{pqrs}|^2n_pn_q\bar n_r\bar n_se^{\tau\Delta}.
\]

The chemical potential cancels from the exponents because each term of \(V\) conserves particle number. The Fermi factors express availability: the operator \(V\) on the right takes electrons from filled \(p,q\) to empty \(r,s\), and \(V(\tau)\) brings them back. Every term is nonnegative, so \(\Omega_2\le0\).

The time integral is elementary:

\[
\int_0^\beta e^{\tau x}d\tau=\frac{e^{\beta x}-1}{x}\quad(x\ne0),\qquad
\int_0^\beta d\tau=\beta\quad(x=0).
\]

The second value is the limit of the first, so at finite \(\beta\) no term diverges when a denominator vanishes. For \(D\ne0\), use \(n_pe^{\beta\xi_p}=\bar n_p\) and \(\bar n_qe^{-\beta\xi_q}=n_q\), which follow from the definition of \(n\). The one-body contribution is then

\[
-\frac12\sum_{D\ne0}|f_{pq}|^2\frac{\bar n_pn_q-n_p\bar n_q}{D}
=\sum_{D\ne0}|f_{pq}|^2\frac{n_p\bar n_q}{D}.
\]

In the first fraction the labels \(p\) and \(q\) were exchanged, which reverses \(D\) and makes it equal to the second. The two equal halves change the prefactor from \(-1/2\) to \(+1\). In the two-body term, exchanging \((p,q)\) with \((r,s)\) does the same. At zero denominator there is no difference of two fractions to merge, and the factor \(-1/2\) remains. Altogether,

\[
\begin{aligned}
\Omega_2={}&\sum_{D\ne0}|f_{pq}|^2\frac{n_p\bar n_q}{D}
+\frac14\sum_{\Delta\ne0}|v_{pqrs}|^2\frac{n_pn_q\bar n_r\bar n_s}{\Delta}\\
&-\frac\beta2\sum_{D=0}|f_{pq}|^2n_p\bar n_q
-\frac\beta8\sum_{\Delta=0}|v_{pqrs}|^2n_pn_q\bar n_r\bar n_s .
\end{aligned}
\]

All sums run over unrestricted labels. The last line therefore includes \(p=q\) in the one-body sum and \(\{p,q\}=\{r,s\}\) in the two-body sum, even when no two levels coincide. The term with \(p=q\) has a direct meaning. Shifting a level by \(\lambda f_{pp}\) changes \(\Omega_0\), whose first derivative with respect to \(\varepsilon_p\) is \(n_p\) and whose second derivative is \(-\beta n_p\bar n_p\). The second-order change is \(-\frac\beta2f_{pp}^2n_p\bar n_p\), the response of a fluctuating occupation.

When two levels are close but distinct, the two orderings of a one-body pair must be added before the limit is taken:

\[
\frac{n_p\bar n_q}{\varepsilon_p-\varepsilon_q}+\frac{n_q\bar n_p}{\varepsilon_q-\varepsilon_p}
=\frac{n_p-n_q}{\varepsilon_p-\varepsilon_q}\longrightarrow\frac{dn}{d\varepsilon}=-\beta n\bar n .
\]

This is what the two ordered terms of the \(\beta\) sum give at degeneracy, \(2\times(-\beta/2)n\bar n\). The division into regular and \(\beta\) parts thus jumps when levels merge, while their total is continuous.

A small model shows the sizes involved. It has a lower orbital \(c\) at \(-1\) eV and two orbitals \(a,b\) at 0 eV, each with two spins. Two electrons in the same orbital repel with \(U=0.60\) eV. In different orbitals the direct repulsion is \(U'=0.30\) eV, and the exchange and pair-hopping elements are \(J=0.15\) eV. The one-body part of \(V\) has hoppings of 0.15 eV between \(c\) and \(a\) and 0.10 eV between \(a\) and \(b\), and it subtracts a mean potential of 0.90 eV from every orbital. These are chosen parameters and represent no particular material.

At \(k_BT=0.50\) eV and \(\mu=0.20\) eV, \(\beta=2\) eV\(^{-1}\) and the occupations per spin orbital are \(n_c=0.9168\) and \(n_a=n_b=0.5987\). An electron in \(c\) meets one electron of opposite spin in \(c\), and in each of \(a\) and \(b\) one of opposite spin (\(U'\)) and one of equal spin (\(U'-J\)). Hence

\[
f_{cc}=-0.90+0.60(0.9168)+2(0.45)(0.5987)=0.189\ \mathrm{eV}.
\]

Similarly \(f_{aa}=f_{bb}=0.141\) eV, while the hoppings are unchanged. The regular one-body part comes from \(c\) and \(a\), with two spins:

\[
2(0.15)^2\frac{0.9168-0.5987}{-1}=-0.0143\ \mathrm{eV}.
\]

The one-body \(\beta\) part contains two diagonal terms for \(c\), four for \(a\) and \(b\), and four ordered hopping terms between \(a\) and \(b\). With \(n_c\bar n_c=0.0763\), \(n_a\bar n_a=0.2403\) and \(\beta/2=1\) eV\(^{-1}\), it is

\[
-\left[2(0.189)^2(0.0763)+4\left(0.141^2+0.10^2\right)(0.2403)\right]=-0.034\ \mathrm{eV}.
\]

The two-body sums give \(-0.0030\) eV from the regular terms and \(-0.0717\) eV from the \(\beta\) terms. The four parts add to

\[
\Omega_2=-0.0143-0.0030-0.0342-0.0717=-0.1233\ \mathrm{eV},
\]

or \(-0.00453\) hartree, to rounding. The \(\beta\) terms supply 86% of it in this case. The numerical check confirms the value against a numerical \(\lambda\)-derivative of the grand potential obtained by diagonalizing the complete 64-dimensional Fock space.

With \(\Omega_0=-4.3129\) eV and \(\Omega_1=-1.5605\) eV, the sum through second order is \(-5.9966\) eV. Full diagonalization of the model at \(\lambda=1\) gives \(-5.9849\) eV. The second-order sum is too low by 0.0117 eV, about 11% of the full correction beyond first order, \(-0.1115\) eV. At \(\lambda=0.5\) the discrepancy is 0.0014 eV, smaller by a factor of about eight, as expected when the cubic term dominates the remainder.

Now separate \(a\) and \(b\) symmetrically by 0.001 eV, placing \(a\) at \(+0.0005\) eV and \(b\) at \(-0.0005\) eV. The two ordered fractions for this pair become \(+240.02\) and \(-240.50\) eV\(^{-1}\), but their sum is \(-0.4805\) eV\(^{-1}\), equal to \(-\beta n_a\bar n_a\) at this precision. The regular part of \(\Omega_2\) changes from \(-0.0173\) to \(-0.0295\) eV and the \(\beta\) part from \(-0.1059\) to \(-0.0937\) eV. The total stays at \(-0.1233\) eV. The two large fractions cancel to a small sum, and putting them over a common denominator only moves the cancellation into \(n_p-n_q\). Since \(\bar n_pn_q=n_p\bar n_qe^{\beta D}\), their sum equals \(-n_p\bar n_q(e^{\beta D}-1)/D\), which is free of this cancellation when \(e^{\beta D}-1\) is taken from its power series at small \(\beta D\).

The low-temperature behaviour depends on where \(\mu\) lies. Suppose first that it lies in a gap between levels. Each diagonal \(\beta\) term contains a product \(n_p\bar n_p\), which decays as \(e^{-\beta|\xi_p|}\). A nondiagonal one also decays: if \(p,q\) were filled and \(r,s\) empty at zero temperature, \(\Delta\) would be negative and could not vanish, so at least one Fermi factor is exponentially small. This decay overcomes the factor \(\beta\). With \(i,j\) for filled and \(k,l\) for empty orbitals, what remains is

\[
\Omega_2\to\sum_{ik}\frac{|f_{ik}|^2}{\varepsilon_i-\varepsilon_k}
+\frac14\sum_{ijkl}\frac{|v_{ijkl}|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_k-\varepsilon_l},
\]

the second-order energy of the nondegenerate ground state. In the model with \(\mu=-0.50\) eV, only \(c\) is filled. The hopping contributes \(-2(0.15)^2/1\) eV and the transfer of the pair in \(c\) to \(a\) or \(b\) contributes \(-2(0.15)^2/2\) eV, together \(-0.0675\) eV. The finite-temperature formula gives the same value at \(k_BT=0.02\) eV.

If \(\mu\) instead lies on the degenerate shell, \(n_a=n_b=1/2\) at every temperature and the \(\beta\) terms do not die out. At \(k_BT=0.05\) eV they amount to \(-0.803\) eV, and at 0.025 eV to \(-1.606\) eV, while the regular part stays at \(-0.028\) eV. The full correction beyond first order, from diagonalization at \(\lambda=1\), is only \(-0.315\) and \(-0.355\) eV at these temperatures. It has to stay finite: for a Fock space of dimension \(d\) and lowest eigenvalue \(E_{\min}\) of \(K_0+\lambda V\),

\[
E_{\min}-k_BT\ln d\le\Omega(\lambda)\le E_{\min},
\]

because the partition function lies between its largest term and \(d\) times that term.

The origin of the growth is visible in the ground manifold of \(K_0\). Let it contain \(g\) degenerate states, and let \(P\) project onto it. As \(T\to0\), \(\rho_0\) weights these states equally. Keeping only the action of \(V\) within the manifold gives

\[
-\frac1\beta\ln\left[\frac1g\mathrm{Tr}_P\,e^{-\beta\lambda PVP}\right]
=\lambda\bar v-\frac{\beta\lambda^2}{2}\sigma^2+\cdots,
\]

where \(\bar v\) and \(\sigma^2\) are the mean and variance of the eigenvalues of \(PVP\). The expansion parameter is \(\beta\lambda\) times their spread. If \(T\to0\) is taken first at small fixed \(\lambda>0\), the left side instead tends to \(\lambda\) times the lowest eigenvalue of \(PVP\), whereas the series begins with \(\lambda\bar v\). For the slope with respect to \(\lambda\), the limits \(T\to0\) and \(\lambda\to0\) therefore do not commute when \(\sigma\ne0\): one order gives the lowest eigenvalue, the other the mean \(\bar v\). The \(\beta\) terms are a genuine part of the second-order Taylor coefficient at each nonzero temperature, but once \(\beta\lambda\sigma\) is no longer small the truncated series is unreliable. One remedy is to diagonalize the interaction within the degenerate manifold first and to treat only the remainder by perturbation theory.

## Calculated quantities

```
levels c, a=b: -1.00, 0.00 eV
U, U_inter, J: 0.60, 0.30, 0.15 eV
hopping c-a, a-b: 0.15, 0.10 eV
subtracted mean potential: 0.90 eV
kT, mu: 0.50, 0.20 eV (T = 5802 K)
beta: 2.000 1/eV
occupation per spin orbital c, a=b: 0.916827, 0.598688
mean particle number of H0: 4.228405
f_cc, f_aa: 0.188915, 0.141194 eV
f_ca, f_ab: 0.150000, 0.100000 eV
C(0), C(beta/2): 0.130946, 0.119776 eV^2
Omega0: -4.312867 eV
Omega1: -1.560517 eV
Omega2 part, one-body regular: -0.014316 eV
Omega2 part, two-body regular: -0.002990 eV
Omega2 part, one-body beta: -0.034213 eV
Omega2 part, two-body beta: -0.071732 eV
Omega2 formula: -0.123251 eV = -0.004529 hartree
Omega2 from exact lambda derivative: -0.123251 eV
Omega2 from single tau integral: -0.123251 eV
Omega2 from ordered double integral: -0.123251 eV
Omega0+Omega1+Omega2: -5.996635 eV
Omega exact, lambda=1: -5.984903 eV
exact minus second-order sum, lambda=1.00: 0.011732 eV
exact minus second-order sum, lambda=0.50: 0.001429 eV
exact minus second-order sum, lambda=0.25: 0.000174 eV
a-b split 0.100 eV: regular -0.029873, beta -0.093345, total -0.123218 eV
  a-b fractions: 2.1688, -2.6489, sum -0.480168 1/eV
a-b split 0.010 eV: regular -0.029551, beta -0.093733, total -0.123284 eV
  a-b fractions: 23.7864, -24.2670, sum -0.480518 1/eV
a-b split 0.001 eV: regular -0.029518, beta -0.093737, total -0.123255 eV
  a-b fractions: 240.0205, -240.5011, sum -0.480521 1/eV
limit -beta n(1-n) for a-b: -0.480521 1/eV
gap case mu, kT: -0.50, 0.020 eV
gap case Omega2: -0.067500 eV
gap case beta terms: -3.58e-10 eV
ground-state second-order energy: -0.067500 eV
shell case mu: 0.00 eV
shell case kT=0.050 eV: regular -0.028125, beta -0.803125, Omega2 -0.831250 eV
  exact Omega-Omega0-Omega1: -0.314837 eV
shell case kT=0.025 eV: regular -0.028125, beta -1.606250, Omega2 -1.634375 eV
  exact Omega-Omega0-Omega1: -0.355390 eV
```
